# Vineyard's attempt frequency from the harmonic flux through a dividing plane, part 2

A classical system with $N$ coordinates $x_i$, masses $m_i$ and potential energy $V$ leaves a minimum $A$ for a neighbouring minimum $B$ over a saddle $S$, which is higher by $\Delta V$. What sets the attempt frequency $\nu^*$ in the jump rate $k=\nu^*e^{-\Delta V/k_BT}$? In the opening example, the well frequencies are 2.84, 3.50 and 9.00 THz, the unstable one is 4.65 THz, the barrier is 1 eV, and $\nu^*$ is only 2.32 THz.

With mass-weighted coordinates $q_i=\sqrt{m_i}\,x_i$,

$$H_{ij}=\frac{\partial^2V}{\partial q_i\partial q_j}=\frac{\Phi_{ij}}{\sqrt{m_im_j}},\qquad \Phi_{ij}=\frac{\partial^2V}{\partial x_i\partial x_j}.\tag{2}$$

$H_A$ has eigenvalues $\omega_i^2$; $H_S$ has $-\omega_b^2$ and $\omega_j'^2$, with displacements $Q_b$ and $Q_j$ from $S$ along its eigenvectors. Frequencies are $\nu=\omega/2\pi$, and $\beta=1/k_BT$.

A dividing plane $f=n\cdot(q-q_S)=0$ has unit normal $n$ pointing from $A$ to $B$, with components $n_b$ and $n_j$ along these eigenvectors. Transition-state theory counts each outward crossing as a completed jump:

$$k=\sqrt{\frac{k_BT}{2\pi}}\;\frac{\displaystyle\int_{f=0}e^{-\beta V}\,dS}{\displaystyle\int_A e^{-\beta V}\,d^Nq}.\tag{6}$$

In the harmonic approximation, each stable mode contributes a Gaussian integral $\sqrt{2\pi k_BT}/\omega$, and the rate is $\nu_ne^{-\Delta V/k_BT}$ with

$$\nu_n=\frac1{2\pi}\left[\frac{\det H_A}{|\det H_S|\,|n^TH_S^{-1}n|}\right]^{1/2},\qquad |n^TH_S^{-1}n|=\frac{n_b^2}{\omega_b^2}-\sum_j\frac{n_j^2}{\omega_j'^2}.\tag{16}$$

A plane is admissible if $n^TH_S^{-1}n<0$, so that the integral over it converges. The plane normal to the unstable mode has the smallest flux and gives Vineyard's formula:

$$k=\nu^*e^{-\Delta V/k_BT},\qquad \nu^*=\frac{\prod_{i=1}^{N}\nu_i}{\prod_{j=1}^{N-1}\nu'_j}.\tag{11}$$

Below, brackets $\langle\cdot\rangle$ are equilibrium averages, taken on the dividing plane for the crossing flux, and $\theta$ is the unit step.

### What recrossing does

Near the saddle the unstable coordinate obeys $\ddot Q_b=\omega_b^2Q_b$, independently of all others. Its solution is

$$Q_b(t)=\tfrac12\Big(Q_b+\frac{\dot Q_b}{\omega_b}\Big)e^{\omega_bt}+\tfrac12\Big(Q_b-\frac{\dot Q_b}{\omega_b}\Big)e^{-\omega_bt},$$

with the initial values on the right. The growing term decides the fate: the system ends in $B$ if

$$s=Q_b+\dot Q_b/\omega_b\tag{17}$$

is positive and in $A$ if it is negative. On the plane $Q_b=0$ the sign of $s$ is that of the crossing velocity $\dot Q_b$. In the harmonic region, every outward crossing of this plane then leads to $B$.

On a tilted plane, $Q_b$ need not vanish, and some crossings are reversed. Count each outward crossing as $+1$ and each inward one as $-1$. A trajectory that ends in $B$ has the sum one if it came from $A$ and zero if it came from $B$. The true flux is thus the average of $v\,\theta(s)$ over the plane, where $v=n\cdot\dot q$ takes both signs. Since $\langle v\rangle=0$, this equals $\frac12\langle v\,\mathrm{sgn}\,s\rangle$. The transition-state flux is $\langle v\,\theta(v)\rangle=\frac12\langle|v|\rangle$. Their ratio is the transmission coefficient

$$\kappa=\frac{\langle v\,\mathrm{sgn}\,s\rangle}{\langle|v|\rangle}.\tag{18}$$

In the harmonic region, $v$ and $s$ are Gaussian variables with zero mean. Split $v=(\langle vs\rangle/\langle s^2\rangle)\,s+v_0$, where $v_0$ is uncorrelated with $s$ and so, for Gaussian variables, independent of it. The part $v_0$ averages to zero. With $\langle|s|\rangle=\sqrt{2\langle s^2\rangle/\pi}$, and the same relation for $v$,

$$\kappa=\frac{\langle vs\rangle}{\sqrt{\langle v^2\rangle\langle s^2\rangle}}.\tag{19}$$

The averages are needed one by one. Isotropic velocities give $\langle v^2\rangle=k_BT$ and $\langle v\dot Q_b\rangle=n_bk_BT$, so $\langle vs\rangle=n_bk_BT/\omega_b$, with $n_b>0$. For $\langle Q_b^2\rangle$, use the equation of the plane, $Q_b=-\sum_jn_jQ_j/n_b$, and abbreviate $\Sigma=\sum_jn_j^2/\omega_j'^2$. The stable energy terms alone would give $Q_b$ the variance $k_BT\,\Sigma/n_b^2$. The unstable term multiplies the weight by $e^{+\beta\omega_b^2Q_b^2/2}$ and lowers the inverse variance by $\omega_b^2/k_BT$. Hence

$$\langle Q_b^2\rangle=\frac{k_BT}{n_b^2/\Sigma-\omega_b^2}=\frac{k_BT\,\Sigma}{n_b^2-\omega_b^2\Sigma}.$$

Positions and velocities are uncorrelated, so

$$\langle s^2\rangle=\langle Q_b^2\rangle+\frac{k_BT}{\omega_b^2}
=k_BT\,\frac{\omega_b^2\Sigma+n_b^2-\omega_b^2\Sigma}{\omega_b^2(n_b^2-\omega_b^2\Sigma)}
=\frac{k_BT\,n_b^2}{\omega_b^2(n_b^2-\omega_b^2\Sigma)}.$$

Inserting these results in (19), the factors $n_b$, $\omega_b$ and $k_BT$ cancel:

$$\kappa=\sqrt{n_b^2-\omega_b^2\Sigma}=\omega_b\sqrt{|n^TH_S^{-1}n|}=\frac{\nu^*}{\nu_n}.\tag{20}$$

The last step compares (16) for $n$ and for the unstable mode. The product $\kappa\,\nu_n$ is $\nu^*$ for every admissible plane. A poor plane has too large a flux, and recrossing removes just the surplus.

### Where the masses act

If no translations had to be removed, (2) gives $\det H=\det\Phi/\prod_im_i$ at both stationary points. The masses cancel in the ratio of determinants. Since $|\det H_S|=\omega_b^2\prod_j\omega_j'^2$,

$$\nu^*=\frac{\omega_b}{2\pi}\left[\frac{\det\Phi_A}{|\det\Phi_S|}\right]^{1/2}.\tag{21}$$

The bracket depends on the potential alone. Masses enter through the unstable frequency and nowhere else, although all $2N-1$ frequencies in Vineyard's ratio may shift when a mass is changed.

### The model

The opening numbers belong to an atom of mass $m=40$ u at position $(x,y)$ in a channel along $x$, coupled to a host coordinate $u$ of mass $M=20$ u:

$$V=E_0w+\tfrac12(k_0+k_1w)y^2+\tfrac12Ku^2,\qquad w=\sin^2\frac{\pi(x-u)}a .\tag{22}$$

The host carries the periodic potential with it, and a spring holds the host in place. The parameters are round values: $E_0=1$ eV, $a=3$ Å, and $k_0,k_1,K=2,6,4$ eV/Å$^2$. The term with $k_1$ makes the passage narrow.

The well is at $x=y=u=0$ and the saddle at $x=a/2$, $y=u=0$. Both are stationary, because the derivative of $w$ vanishes there. Any path to the next well must pass $x-u=a/2$, where $w=1$ and $V\ge E_0$. The barrier is thus $\Delta V=E_0=1$ eV.

For small $z$, $\sin^2z\simeq z^2$, so near the well $E_0w\simeq\frac12c(x-u)^2$ with

$$c=\frac{2\pi^2E_0}{a^2}=2.193\ \text{eV/Å}^2.$$

Near the saddle the same term is $E_0-\frac12c(x-a/2-u)^2$. In the order $x,u$, the coupled blocks of $\Phi$ are therefore

$$\Phi_A:\begin{pmatrix}c&-c\\-c&K+c\end{pmatrix},\qquad
\Phi_S:\begin{pmatrix}-c&c\\c&K-c\end{pmatrix}.$$

The coordinate $y$ is decoupled, with stiffness $k_0=2$ at the well and $k_0+k_1=8$ eV/Å$^2$ at the saddle.

### The frequencies by hand

The $y$ mode at the well has $\omega^2=k_0/m=2/40=0.05$ in eV Å$^{-2}$ u$^{-1}$, and its frequency is 3.496 THz. Any other eigenvalue $\lambda$ in this unit then corresponds to $3.496\sqrt{|\lambda|/0.05}$ THz. At the saddle the stiffness is four times larger, and the $y$ mode has twice the frequency, 6.991 THz.

The mass-weighted block at the saddle has diagonal elements $-c/m=-0.0548$ and $(K-c)/M=0.0903$, and off-diagonal element $c/\sqrt{mM}=0.0775$. Its trace is 0.0355. Its determinant is

$$\frac{-c(K-c)-c^2}{mM}=-\frac{cK}{mM}=-0.01097.$$

The eigenvalues follow from the quadratic equation:

$$\lambda=0.01775\pm\sqrt{0.01775^2+0.010966}=0.01775\pm0.10621 .$$

The positive one, 0.1240, gives 5.50 THz. The negative one, $-0.0885$, gives the unstable 4.65 THz. The block at the well has trace 0.3645 and determinant $+0.01097$, and in the same way yields 2.84 and 9.00 THz. Vineyard's ratio is

$$\nu^*=\frac{2.8438\times3.4957\times8.9997}{5.5043\times6.9914}\ \text{THz}=\frac{89.47}{38.48}\ \text{THz}=2.325\ \text{THz}.$$

Equation (21) shows where this low value comes from. The coupled blocks of $\Phi$ have determinants $c(K+c)-c^2=cK$ and $-c(K-c)-c^2=-cK$, equal in magnitude. What remains is the sideways stiffness:

$$\sqrt{\frac{\det\Phi_A}{|\det\Phi_S|}}=\sqrt{\frac{k_0}{k_0+k_1}}=\sqrt{\frac28}=\frac12,\qquad \nu^*=\tfrac12\times4.650\ \text{THz}.$$

Without the narrowing, $k_1=0$, the attempt frequency would be 4.65 THz, between the well frequencies. The narrow passage halves it and takes it below all three.

### Three planes compared

The eigenvector of the unstable mode satisfies $(-0.05483+0.08846)e_x+0.07754\,e_u=0$, so $e_u/e_x=-0.434$. Atom and host move in opposite directions. The plane normal to this mode is $e_x\sqrt m\,(x-a/2)+e_u\sqrt M\,u=0$, or

$$x-\frac a2=\alpha u,\qquad \alpha=0.434\sqrt{\frac{20}{40}}=0.307 .$$

For any tilt $\alpha$ the flux can be found directly in the original coordinates. The function $f=x-a/2-\alpha u$ has a velocity of variance $k_BT(1/m+\alpha^2/M)$. On the plane, $x-u-a/2=(\alpha-1)u$, and the stiffness along $u$ is $K-c(1-\alpha)^2$. With the Gaussian integrals of the first half,

$$\nu_\alpha=\frac1{2\pi}\left[\Big(\frac1m+\frac{\alpha^2}M\Big)\frac{cK}{K-c(1-\alpha)^2}\,\frac{k_0}{k_0+k_1}\right]^{1/2}.\tag{23}$$

| tilt $\alpha$ | harmonic (THz) | full potential, 50 K (THz) |
|---|---|---|
| 0 | 2.723 | 2.728 |
| 0.307 | 2.325 | 2.330 |
| 1 | 3.170 | 3.177 |

The last column comes from integrating the Boltzmann factor of the full potential (22) numerically. Two effects compete in (23). A larger tilt, up to $\alpha=1$, stiffens the plane and reduces the room on it, but raises the crossing speed because the host motion contributes. The least flux lies in between. A numerical search for the least flux in the full potential at 100 K also gives $\alpha=0.307$.

The plane $\alpha=1$ is the ridge $x-u=a/2$, where the periodic term is at its maximum everywhere. It looks like a natural boundary, and still it overcounts. On the ridge with $y=0$ the periodic force vanishes, and the relative coordinate $x-u$ has the acceleration $+Ku/M$ from the host spring. If $u<0$, the spring pulls the relative coordinate back, and a slow outward crossing can be reversed. Equation (20) predicts $\kappa=2.325/3.170=0.733$. Trajectories in the full potential at 100 K, followed until they first commit to one side, give 0.73, in agreement within the sampling noise of about 0.01. For the plane of the unstable mode they give 1.000.

### Changing the mass

Replace the atom by one of 44 u. If the atom alone moved in the unstable mode, (21) would make $\nu^*$ scale as $m^{-1/2}$, a factor $\sqrt{40/44}=0.953$. The computed factor is 0.961, from 2.325 to 2.233 THz.

The difference measures the share of the host. Under a small change of $m$, each element of $H_S$ changes by the fraction $-\frac12\,d\ln m$ of its value for each of its two indices that belongs to the atom. First-order perturbation theory then gives an eigenvalue change $d\lambda=-\lambda e_x^2\,d\ln m$ for a normalized eigenvector without $y$ component. Since $|\lambda|=\omega_b^2$,

$$d\ln\nu^*=d\ln\omega_b=-\tfrac12e_x^2\,d\ln m .$$

Here $e_x^2=1/(1+0.434^2)=0.84$, and $(44/40)^{-0.42}=0.961$. A mass effect on the jump rate weaker than $m^{-1/2}$ is, within this classical harmonic theory, a sign that other atoms take part in the unstable motion. A measured diffusion coefficient is a different matter: where successive jumps are correlated, as in a vacancy mechanism, the correlation also weakens the mass effect and must be separated first.

### From the rate to diffusion

At 800 K, $k_BT=0.0689$ eV and $e^{-\Delta V/k_BT}=5.02\times10^{-7}$. The rate through one exit, in the harmonic approximation, is

$$k=2.325\times10^{12}\ \text{s}^{-1}\times5.02\times10^{-7}=1.17\times10^6\ \text{s}^{-1}.$$

Each well has two exits, to the left and to the right. If successive jumps are independent, the probability $p_l$ of being at site $l$ changes by jumps to $l\pm1$, each with rate $k$, and

$$\frac{d\langle l^2\rangle}{dt}=k\sum_lp_l\big[(l+1)^2+(l-1)^2-2l^2\big]=2k .$$

The mean square displacement is thus $2ka^2t$. Comparing with $2Dt$ in one dimension,

$$D=ka^2=1.17\times10^6\ \text{s}^{-1}\times(3\times10^{-10}\ \text{m})^2=1.05\times10^{-13}\ \text{m}^2/\text{s}.$$

### How good the harmonic approximation is

Relative to the harmonic result, the transition-state rate of the full potential through the same plane is higher by 0.23 % at 50 K, 0.45 % at 100 K and 3.0 % at 800 K. The first two values show an error proportional to $T$, as expected of a leading correction. At 800 K the growth is already slower than linear.

Most of this error sits in the population of the well. With $z=\pi(x-u)/a$, the harmonic weight $e^{-\beta E_0z^2}$ has $\langle z^2\rangle=k_BT/2E_0$ and $\langle z^4\rangle=3(k_BT)^2/4E_0^2$. Two corrections appear at first order.

- The expansion $\sin^2z\simeq z^2-z^4/3$ lowers the energy and raises the population by the fraction $\beta E_0\langle z^4\rangle/3=k_BT/4E_0$.
- Integrating over $y$ gives the factor $(1+k_1w/k_0)^{-1/2}\simeq1-k_1z^2/2k_0$, which lowers the population by $(k_1/4k_0)\,k_BT/E_0=3k_BT/4E_0$.

The net change is $-k_BT/2E_0$, or $-0.43$ % at 100 K. A smaller population in the denominator means a larger rate. The small remainder comes from the surface integral and from higher orders.

### Where the result fails

The harmonic ratio fails when a mode becomes soft. As some $\omega_j'\to0$ the formula sends $\nu^*$ to infinity, whereas the true integral over the plane stays finite if the potential rises fast enough at larger distance, for example as the fourth power of the displacement. Such a mode needs its full integral in (6).

The classical integrals require $h\nu\ll k_BT$ for the modes involved. At low temperature, zero-point energy and tunnelling change the rate, so the 50 K and 100 K values above test the classical theory and do not predict a real atom's motion. At 800 K the 9 THz mode has $h\nu/k_BT=0.54$, which is not very small, but the leading corrections are of second order in this ratio and partly cancel between well and saddle. The harmonic quantum rate with parabolic tunnelling is higher than the classical one by 0.7 % at 800 K, against nearly 50 % at 100 K.

The step from rate to diffusion needs energy exchange. After crossing, atom and host together carry at least the barrier energy, measured from the bottom of the well. If the surroundings take it up quickly, the next jump is independent. The three coordinates of this model provide no large reservoir, and most isolated copies run on over further wells or return within a few picoseconds. The value of $D$ above therefore belongs to the model with a heat bath added, not to the isolated system (22). The measured $\kappa$ covers the first commitment only, and $D=ka^2$ assumes that thermalization follows.

## Table of computed values

```
E0 = 1.0 eV, period a = 3.0 angstrom
k0, k1, K = 2.0, 6.0, 4.0 eV/angstrom^2
atom mass, host mass = 40, 20 u
barrier = 1.0000 eV
well force constants, order x y u (eV/angstrom^2):
    2.1932    0.0000   -2.1932
    0.0000    2.0000    0.0000
   -2.1932    0.0000    6.1932
saddle force constants, order x y u (eV/angstrom^2):
   -2.1932    0.0000    2.1932
    0.0000    8.0000    0.0000
    2.1932    0.0000    1.8068
well frequencies (THz): 2.8438 3.4957 8.9997
stable saddle frequencies (THz): 5.5043 6.9914
unstable frequency, magnitude = 4.6497 THz
product of well frequencies = 89.468 THz^3
product of stable saddle ones = 38.483 THz^2
Vineyard nu_star = 2.3249 THz
sqrt(det well/|det saddle|) = 0.5000 (no unit)
tilt alpha from unstable mode = 0.3067 (no unit)
tilt of least full flux, 100 K = 0.3067 (no unit)
plane prefactors: tilt, harmonic THz, full at 50 K THz
  0.0000  2.7234  2.7276
  0.3067  2.3249  2.3301
  1.0000  3.1703  3.1770
full/harmonic - 1 at 100 K = 0.447 %
full/harmonic - 1 at 50 K = 0.227 %
kappa, unstable-mode plane, 100 K = 1.000 (no unit)
kappa, tilt 1 plane, 100 K = 0.729 (no unit)
kappa predicted, tilt 1 = 0.733 (no unit)
nu_star with atom mass 44 u = 2.2333 THz
heavy/light nu_star ratio = 0.9606 (no unit)
sqrt(light/heavy mass) = 0.9535 (no unit)
temperature = 800 K, kT = 0.06894 eV
Boltzmann factor = 5.0151e-07 (no unit)
rate through one exit = 1.1659e+06 1/s
diffusion coefficient = 1.0493e-13 m^2/s
full/harmonic rate at 800 K = 1.0297 (no unit)
```
